# Test-Electron Screening of the Electron-Phonon Vertex in Density-Functional Perturbation Theory

Suppose an electron-phonon calculation needs the potential that a lattice vibration exerts on the electrons, and an inverse dielectric matrix is already on disk from an earlier calculation. May that matrix be used to screen the bare ionic perturbation, or must the self-consistent response be computed again? The answer depends on which dielectric matrix was stored. Density-functional perturbation theory (DFPT) screens with the test-electron matrix, which contains the exchange-correlation kernel. An RPA matrix or a test-charge matrix gives a different vertex, and the coupling strength depends on the square of that vertex.

## Setting and result

The algebra uses atomic units. Every potential is the potential energy of an electron. Kernels are operators in real space, so $v\,\delta n$ means $\int v(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r'$, and the order of factors matters. The symbols are

- $\delta V_{\rm ion}$, the first-order change of the ionic potential due to a phonon;
- $v=1/|\mathbf r-\mathbf r'|$, the Coulomb kernel;
- $f_{xc}=\delta v_{xc}/\delta n$, the static kernel of a local or semilocal functional;
- $\chi_0$, the density response of the Kohn-Sham electrons to a change of their total potential;
- $\chi$, the density response to the ionic perturbation, $\delta n=\chi\,\delta V_{\rm ion}$.

The result is

$$
\delta V_{\rm scf}=\varepsilon_{\rm te}^{-1}\,\delta V_{\rm ion},\qquad
\varepsilon_{\rm te}=1-(v+f_{xc})\chi_0,\qquad
\varepsilon_{\rm te}^{-1}=1+(v+f_{xc})\chi. \tag{1}
$$

The electrons are not spin-polarized, the perturbation is static, and $\delta V_{\rm ion}$ is a local potential. A nonlocal pseudopotential also changes the density through a nonlocal operator, and $\chi_0(\mathbf r,\mathbf r')$ does not describe that response. The phonon wavevector $\mathbf q$ is not zero or a reciprocal-lattice vector.

## First derivation: perturbed orbitals and self-consistency

The Kohn-Sham potential is $V_{\rm KS}=V_{\rm ion}+v\,n+v_{xc}[n]$. To first order in the displacement,

$$
\delta V_{\rm scf}=\delta V_{\rm ion}+(v+f_{xc})\,\delta n. \tag{2}
$$

A second relation between $\delta n$ and $\delta V_{\rm scf}$ comes from the orbitals. Let $\psi_i$ be the Kohn-Sham states of the whole crystal, with energies $e_i$ and Fermi occupations $f_i$ (the kernel $f_{xc}$ always carries its subscript $xc$). With two spins, $n=2\sum_i f_i|\psi_i|^2$. Write $W_{ij}=\langle\psi_i|\delta V_{\rm scf}|\psi_j\rangle$ for a real perturbation. First-order perturbation theory gives

$$
\delta\psi_i=\sum_{j\ne i}\psi_j\frac{W_{ji}}{e_i-e_j},\qquad
\delta f_i=f_i'\,(W_{ii}-\delta\mu),
$$

where $f_i'=df/de$ at $e_i$. Within a degenerate set, the states are chosen to diagonalize $W$, so no vanishing denominator is needed.

The shift $\delta\mu$ follows from conservation of the electron number. The orbital changes do not alter the norm, so $\sum_i f_i'(W_{ii}-\delta\mu)=0$. A perturbation of wavevectors $\pm\mathbf q$ connects a Bloch state only to states at $\mathbf k\pm\mathbf q$, so its diagonal elements between Bloch states vanish. The trace of $W$ over a degenerate set is then zero as well, whatever basis is chosen in it. Since $f_i'$ is the same throughout such a set, $\sum_i f_i'W_{ii}=0$ and hence $\delta\mu=0$.

The density change is therefore

$$
\delta n=2\sum_{i}\sum_{j\ne i}f_i\,\frac{\psi_i^*\psi_j W_{ji}+\psi_i\psi_j^*W_{ij}}{e_i-e_j}
+2\sum_i f_i'\,W_{ii}|\psi_i|^2 .
$$

Exchange the labels $i$ and $j$ in the first term of the numerator. It becomes $f_j\psi_i\psi_j^*W_{ij}/(e_j-e_i)$, which combines with the second term to give

$$
\delta n(\mathbf r)=2\sum_{ij}F_{ij}\,\psi_i(\mathbf r)\psi_j^*(\mathbf r)\,W_{ij},\qquad
F_{ij}=\frac{f_i-f_j}{e_i-e_j},
$$

with $F_{ij}=f_i'$ when $e_i=e_j$. Inserting the integral that defines $W_{ij}$ gives $\delta n=\chi_0\,\delta V_{\rm scf}$, with

$$
\chi_0(\mathbf r,\mathbf r')=2\sum_{ij}F_{ij}\,\psi_i(\mathbf r)\psi_j^*(\mathbf r)\psi_i^*(\mathbf r')\psi_j(\mathbf r'). \tag{3}
$$

Put $\delta n=\chi_0\,\delta V_{\rm scf}$ into equation (2) and collect the terms in $\delta V_{\rm scf}$:

$$
\left[1-(v+f_{xc})\chi_0\right]\delta V_{\rm scf}=\delta V_{\rm ion}. \tag{4}
$$

If the bracket has an inverse, this is the first form of equation (1). The DFPT cycle computes $\delta n$ from a trial potential, inserts it in equation (2), and repeats. A converged cycle satisfies equation (4), whatever mixing scheme was used to reach it.

The second form comes from writing $\delta n=\chi\,\delta V_{\rm ion}$ in equation (2), which gives $\delta V_{\rm scf}=[1+(v+f_{xc})\chi]\delta V_{\rm ion}$. Applying $\chi_0$ to both sides also yields

$$
\chi=\chi_0+\chi_0(v+f_{xc})\chi. \tag{5}
$$

## Second derivation: curvature of the free energy

The same result follows without orbitals. Let $A_s[n]$ be the free energy of noninteracting electrons of density $n$, without the external potential. At zero temperature it is their kinetic energy. The equilibrium density makes

$$
A_s[n]+\tfrac12\!\int\! n\,v\,n+E_{xc}[n]+\int V_{\rm ion}n-\mu\!\int n
$$

stationary, where $E_{xc}$ is taken independent of temperature. Hence

$$
\frac{\delta A_s}{\delta n}+v\,n+v_{xc}+V_{\rm ion}=\mu. \tag{6}
$$

Translation symmetry again removes $\delta\mu$. For a perturbation proportional to $e^{i\mathbf q\cdot\mathbf r}$ times a lattice-periodic function, a translation by a lattice vector $\mathbf R$ multiplies the perturbation, and therefore its linear effect on $\mu$, by $e^{-i\mathbf q\cdot\mathbf R}$. The translated crystal must have the same $\mu$. Some $\mathbf R$ makes the factor different from one, so $\delta\mu=0$.

Let $K_s=\delta^2A_s/\delta n\,\delta n$ be the curvature of the noninteracting functional. The first-order change of equation (6) is

$$
\delta V_{\rm ion}=-(K_s+v+f_{xc})\,\delta n. \tag{7}
$$

Noninteracting electrons in a potential $V_{\rm KS}$ have the same density if $\delta A_s/\delta n+V_{\rm KS}=\mu$. Comparison with equation (6) identifies $V_{\rm KS}=V_{\rm ion}+v\,n+v_{xc}$. Its first-order change gives

$$
\delta V_{\rm scf}=-K_s\,\delta n,\qquad\text{so}\qquad
\delta n=-K_s^{-1}\delta V_{\rm scf},\qquad \chi_0=-K_s^{-1}. \tag{8}
$$

Substitute this $\delta n$ into equation (7):

$$
\delta V_{\rm ion}=(K_s+v+f_{xc})K_s^{-1}\,\delta V_{\rm scf}
=\left[1-(v+f_{xc})\chi_0\right]\delta V_{\rm scf}.
$$

This is equation (4). Equation (7) also gives $\chi=-(K_s+v+f_{xc})^{-1}$. Since $\delta V_{\rm scf}=-K_s\delta n$, and equation (7) can be rearranged as $-K_s\delta n=\delta V_{\rm ion}+(v+f_{xc})\delta n$, the second form of equation (1) follows too.

## How the other two screenings differ

An infinitesimal classical test charge feels only electrostatic potentials. Expressed as the energy of an electron's charge, the potential it probes is $\delta V_{\rm ion}+v\,\delta n$, so

$$
\varepsilon_{\rm tc}^{-1}=1+v\chi,\qquad
\left(\varepsilon_{\rm te}^{-1}-\varepsilon_{\rm tc}^{-1}\right)\delta V_{\rm ion}=f_{xc}\,\delta n. \tag{9}
$$

The density response $\chi$ here contains $f_{xc}$. What is missing is the change of $v_{xc}$ felt by the electron being scattered.

The RPA drops $f_{xc}$ from the response as well. With the same orbitals, and hence the same $\chi_0$, its matrix is $\varepsilon_{\rm RPA}=1-v\chi_0$. For invertible matrices, $A^{-1}-B^{-1}=B^{-1}(B-A)A^{-1}$. Take $A=\varepsilon_{\rm te}$ and $B=\varepsilon_{\rm RPA}$, for which $B-A=f_{xc}\chi_0$, and use $\chi_0\varepsilon_{\rm te}^{-1}\delta V_{\rm ion}=\delta n$:

$$
\left(\varepsilon_{\rm te}^{-1}-\varepsilon_{\rm RPA}^{-1}\right)\delta V_{\rm ion}
=\varepsilon_{\rm RPA}^{-1}f_{xc}\,\delta n. \tag{10}
$$

The RPA error is thus the missing exchange-correlation potential after RPA screening, whereas the test-charge error is that potential unscreened. Both vanish for a given phonon if and only if $f_{xc}\delta n=0$.

The test-electron and test-charge matrices are also linked by a factor. Move the $f_{xc}$ term of equation (5) to the left:

$$
(1-\chi_0f_{xc})\chi=\chi_0(1+v\chi)=\chi_0\,\varepsilon_{\rm tc}^{-1}.
$$

Because $(1-\chi_0f_{xc})\chi_0=\chi_0(1-f_{xc}\chi_0)$, this means $\chi=P\varepsilon_{\rm tc}^{-1}$ with $P=\chi_0(1-f_{xc}\chi_0)^{-1}$, provided that the inverse exists. Then $\varepsilon_{\rm tc}^{-1}=1+vP\varepsilon_{\rm tc}^{-1}$, so $\varepsilon_{\rm tc}=1-vP$. Multiplication on the right by $1-f_{xc}\chi_0$ gives

$$
\varepsilon_{\rm tc}(1-f_{xc}\chi_0)=1-f_{xc}\chi_0-v\chi_0=\varepsilon_{\rm te},
\qquad
\varepsilon_{\rm te}^{-1}=(1-f_{xc}\chi_0)^{-1}\varepsilon_{\rm tc}^{-1}. \tag{11}
$$

The factor $(1-f_{xc}\chi_0)^{-1}$ is the vertex correction within this static density-functional description.

### The homogeneous gas

In a homogeneous gas the matrices are numbers at each $q$. Let $x=f_{xc}\chi_0$ and $y=-v\chi_0>0$. Then

$$
\varepsilon_{\rm te}=1+y-x,\qquad
\varepsilon_{\rm RPA}=1+y,\qquad
\varepsilon_{\rm tc}=1+\frac{y}{1-x}. \tag{12}
$$

For $0<x<1$ it follows that $1/\varepsilon_{\rm tc}<1/\varepsilon_{\rm RPA}<1/\varepsilon_{\rm te}$. The attractive kernel enlarges the density response, which reduces the electrostatic potential below its RPA value. The electron also feels $f_{xc}\delta n$, which more than offsets this reduction. If $x>1$ while $\varepsilon_{\rm te}$ is still positive, then $y>x-1$ and $\varepsilon_{\rm tc}$ is negative. The chain of inequalities still holds, because $1/\varepsilon_{\rm tc}=(1-x)/\varepsilon_{\rm te}<0$, but the test-charge potential then has the opposite sign to the bare one, and its magnitude need not be the smallest of the three.

As $q\to0$, $y$ diverges as $1/q^2$ while $x$ stays finite. Hence $\varepsilon_{\rm RPA}/\varepsilon_{\rm te}\to1$, but $\varepsilon_{\rm tc}/\varepsilon_{\rm te}\to1/(1-x)$. This limit is a ratio of compressibilities. Let $t$ and $e_{xc}$ be the kinetic and exchange-correlation energies per volume. Equation (8) gives $\chi_0\to-1/t''$, and in the LDA $f_{xc}=e_{xc}''$, where primes are density derivatives. Therefore

$$
\frac{1}{1-x}=\frac{t''}{t''+e_{xc}''}=\frac{\kappa}{\kappa_0},
$$

because the compressibility at given density is inversely proportional to the energy curvature. Here $\kappa_0$ belongs to free electrons, and $\kappa$ includes exchange and correlation with the average electrostatic energy cancelled by the background.

## A model crystal

The numerical example is a simple-cubic crystal with lattice constant $a=3.20$ angstrom and Gaussian ions of charge 2 and standard deviation 0.50 angstrom, treated in the LDA with Fermi occupations at $k_BT=0.40$ eV, a plane-wave cutoff of 80 eV and six irreducible $\mathbf k$ points of the cell doubled along $x$. With two electrons per primitive cell this crystal is not a metal. A gap of about 0.17 eV separates the first band from the second, and at this $k_BT$ only 0.02 to 0.03 electron per cell is thermally excited across it. Equation (1) holds with or without a gap. The homogeneous gas used for comparison is at zero temperature. The phonon is longitudinal with $q=\pi/a$. Neighbouring ions along $x$ move by $+u$ and $-u$, and the potentials below are derivatives with respect to $u$.

First take the gas of the same mean density. The program gives $x=0.5115$ and $1/\varepsilon_{\rm RPA}=0.2584$ at this $q$. Thus $\varepsilon_{\rm RPA}=3.870$ and $y=2.870$. Equation (12) gives

$$
\frac1{\varepsilon_{\rm te}}=\frac1{3.870-0.5115}=0.298,\qquad
\frac1{\varepsilon_{\rm tc}}=\frac1{1+2.870/0.4885}=0.145,
$$

in agreement with the printed values. At $q=0.01\,k_F$, where $k_F$ is the Fermi wavevector, the test-electron and RPA results agree to 0.003%, while the test-electron potential is 2.18 times the test-charge potential. The compressibility ratio from energy curvatures is also 2.18.

In the crystal, the Fourier component of the perturbation at $q$ is

- bare: 9.97 eV/angstrom;
- test-electron: 3.34 eV/angstrom, or 0.335 of the bare value;
- RPA: 2.92 eV/angstrom, or 0.293;
- test-charge: 1.61 eV/angstrom, or 0.161.

By equation (9), the difference $3.34-1.61=1.73$ eV/angstrom is the component of $f_{xc}\delta n$. The order is that of the gas, though the proof given there does not cover a crystal. These values belong to the six-point mesh. On a $16\times16\times16$ mesh of the primitive cell the three screened components are 3.31, 2.89 and 1.56 eV/angstrom, while doubling the cutoff changes them by less than 0.01 eV/angstrom.

The electron-phonon vertex is $g\propto\langle\mathbf k+\mathbf q|\delta V_{\rm scf}|\mathbf k\rangle$. Its root-mean-square value, with both states weighted by $-df/de$, is 1.02 eV/angstrom per unit $u$ for test-electron screening, 0.86 for RPA and 0.56 for test-charge screening. At fixed phonon frequency and electronic states, the contribution of this mode to the coupling strength scales as the mean square. Relative to test-electron screening, RPA gives $(0.8565/1.0189)^2=0.71$ and test-charge screening gives $(0.5600/1.0189)^2=0.30$. The average rests on a coarse $\mathbf k$ mesh. The effective number of ordered state pairs is about nine, and each transition is counted together with its reverse, so the average is equivalent to one over four to five equally weighted distinct transitions. On the $16\times16\times16$ mesh the root-mean-square values rise to 1.17, 0.99 and 0.63 eV/angstrom, while the ratios of squares are 0.71 and 0.29. Because the crystal has a gap, the weight $-df/de$ falls on thermally populated states near the band edges. The numbers illustrate the effect in this model and are not Fermi-surface averages of a metal.

The identity was tested against displaced crystals solved self-consistently, without using $\chi_0$. The test-electron formula reproduces the change of the Kohn-Sham potential with a deviation of $1.3\times10^{-7}$ relative to the norm of that change. On the same measure the RPA potential is off by 16% and the test-charge potential by 46% (47% on the denser mesh). Each of these two does reproduce its own quantity, to within $2\times10^{-7}$: RPA matches a calculation with $v_{xc}$ frozen, and the test-charge formula matches the electrostatic part of the full calculation.

## What each derivation assumes

The first derivation needs orbitals, first-order perturbation theory and an invertible $\varepsilon_{\rm te}$. It does not need $\chi_0^{-1}$. This matters in a finite basis: a real-space grid can carry Fourier components that no product of two basis functions contains, and $\chi_0$ gives zero on them. Equation (4) still holds there as it stands.

The second derivation needs a differentiable functional $A_s[n]$ and an invertible curvature $K_s$, so in a finite basis it must be restricted to the density changes that $\chi_0$ can produce. In return, it shows when screening breaks down. Since $\varepsilon_{\rm te}=(K_s+v+f_{xc})K_s^{-1}$, an inverse exists if the free energy has positive curvature for every allowed density change. If one curvature falls to zero, the electrons become unstable towards a density wave and linear response fails. The factorization (11) has a separate condition, that $K_s+f_{xc}$ be invertible, because $1-f_{xc}\chi_0=(K_s+f_{xc})K_s^{-1}$.

Both derivations concern a Kohn-Sham electron. The term $f_{xc}\delta n$ is the change of $v_{xc}$, and neither argument shows that it equals the change of a quasiparticle self-energy.

For the matrix on disk, the rule is then definite. If the stored $\chi$ was computed with the same $f_{xc}$, form $1+(v+f_{xc})\chi$. In plane waves $v$ is diagonal with elements $4\pi/|\mathbf q+\mathbf G|^2$, where $\mathbf G$ is a reciprocal-lattice vector, so it is invertible for the wavevectors considered here. If $\varepsilon_{\rm tc}^{-1}$ was stored with the same $f_{xc}$, equation (9) gives $\chi=v^{-1}(\varepsilon_{\rm tc}^{-1}-1)$, and the first route applies. If an RPA matrix is stored, recover $\chi_0=v^{-1}(1-\varepsilon_{\rm RPA})$ and subtract $f_{xc}\chi_0$ from $\varepsilon_{\rm RPA}$ before inverting. These formulas use the unsymmetrized matrices defined above. A matrix stored in the symmetrized form $\tilde\varepsilon=v^{-1/2}\varepsilon\,v^{1/2}$, which is $1-v^{1/2}\chi_0v^{1/2}$ in the RPA, must first be converted by $\varepsilon=v^{1/2}\tilde\varepsilon\,v^{-1/2}$, and the same conversion applies to its inverse. Any of these routes gives the DFPT vertex for a local ionic perturbation, provided that the stored matrix is static and contains all the $\mathbf G$ vectors used for the density and the potential, that the orbitals, the occupations and the basis are the same, and that the sum over states in equation (3) is complete in that basis. A matrix truncated to fewer $\mathbf G$ vectors gives in general only an approximation, whose convergence must be checked.

## Calculated quantities

```
lattice constant: 3.20 angstrom
ion charge: 2 e
ion Gaussian width: 0.50 angstrom
plane-wave cutoff: 80 eV
electronic kT: 0.40 eV
finite displacement u: 0.0005 angstrom
real-space grid: 20 x 10 x 10 points
irreducible k points: 6
size of dielectric matrices: 420
phonon wavevector pi/a: 0.9817 1/angstrom
density min: 0.0067 1/angstrom^3
density max: 0.4400 1/angstrom^3
Fermi-level shift per u: 2.6e-12 eV/angstrom
Relative deviation, matrix formula against finite difference:
  test-electron vs full V_KS: 1.3e-07
  test-charge vs electrostatic part: 1.9e-07
  RPA vs frozen-v_xc V_KS: 1.4e-07
  chi dV_ion vs density change: 2.2e-07
Relative deviation from the full V_KS change:
  RPA: 0.1643
  test-charge: 0.4636
Fourier component at q of dV/du, and ratio to bare:
  bare: 9.9728 eV/angstrom, 1.0000
  test-electron: 3.3362 eV/angstrom, 0.3345
  RPA: 2.9200 eV/angstrom, 0.2928
  test-charge: 1.6077 eV/angstrom, 0.1612
Fermi-surface rms matrix element, and square / test-electron square:
  bare: 2.5257 eV/angstrom, 6.1445
  test-electron: 1.0189 eV/angstrom, 1.0000
  RPA: 0.8565 eV/angstrom, 0.7066
  test-charge: 0.5600 eV/angstrom, 0.3020
effective number of state pairs: 9.3
Homogeneous gas of the same mean density:
  density: 0.06104 1/angstrom^3
  Fermi wavevector: 1.2181 1/angstrom
  f_xc: -33.458 eV angstrom^3
  f_xc chi0 at q = pi/a: 0.5115
  1/eps test-electron at pi/a: 0.2977
  1/eps RPA at pi/a: 0.2584
  1/eps test-charge at pi/a: 0.1454
  test-electron / RPA at 0.01 kF: 1.00003
  test-electron / test-charge at 0.01 kF: 2.1829
  compressibility ratio from energies: 2.1829
```
